# Minimum backscattering yield of silicon along the 110 axis

## The problem

A parallel beam of fast light ions enters a perfect silicon crystal exactly along a $\langle110\rangle$ axis. The minimum yield $\chi$ is the probability of a close encounter with a nucleus just below the surface peak, divided by the same probability for a beam in a random direction.

Data: lattice constant $a_0=5.431$ Å; rms thermal displacement of an atom in one direction $u_1=0.075$ Å; screening length $a=0.157$ Å. The last value is that of the Firsov formula for helium on silicon. For a fully stripped ion, which 1 MeV helium largely is, the Thomas-Fermi length of the silicon atom alone, 0.194 Å, is the more usual choice; part (f) shows how much this matters. Lengths are in angstrom, the natural unit for this geometry.

Ignore energy loss, scattering by electrons, beam divergence, surface oxide and lattice defects. Thermal displacements are Gaussian, isotropic and independent from atom to atom.

## Part (a): geometry of the rows

**Question.** Find the atom spacing $d$ along a $\langle110\rangle$ row and the area $A_0$ per row in the plane normal to the axis.

**Answer.** The shortest lattice translation along the axis is $\tfrac{a_0}{2}(1,1,0)$, so

$$d=\frac{a_0}{2}\sqrt{1^2+1^2}=\frac{a_0}{\sqrt2}=3.840\ \text{Å}.$$

Silicon has two atoms per primitive cell, and one must check that the second does not fall on the rows of the first. The second sublattice is shifted by $\tfrac{a_0}{4}(1,1,1)$. Lattice translations change the third coordinate by multiples of $a_0/2$, so sites of different sublattices always differ in it by an odd multiple of $a_0/4$. Two atoms on one $[110]$ row have equal third coordinates. The sublattices therefore occupy separate rows, each with spacing $d$.

The cubic cell holds eight atoms, so the atomic density is $N=8/a_0^3=0.04994$ Å$^{-3}$. The volume per atom, $1/N$, is also the row area times the spacing, $A_0d$. Hence

$$A_0=\frac{1}{Nd}=\frac{a_0^3}{8}\,\frac{\sqrt2}{a_0}=\frac{\sqrt2\,a_0^2}{8}=5.214\ \text{Å}^2,\qquad Nd=0.1918\ \text{Å}^{-2}.$$

## Part (b): yield from conserved transverse energy

**Question.** Replace each row by its potential averaged along the axis, $U(\mathbf r)$, repulsive and decreasing with distance $r$ from the row. Assume that the ions reach statistical equilibrium in the transverse plane. Let $P(r)$ be the normalized distribution of hit positions about the row axis, concentrated on an area much smaller than $A_0$. Express $\chi$ through $P$.

**Answer.** The averaged potential does not depend on the coordinate along the axis, so the longitudinal momentum is conserved inside the crystal. Since the total energy is conserved too, so is the transverse energy

$$E_\perp=\frac{p_\perp^2}{2M}+U(\mathbf r),$$

where $M$ is the ion mass. In the same model, crossing the flat surface changes the longitudinal momentum but gives no transverse kick. An ion entering along the axis at distance $r_{\rm in}$ thus starts with $p_\perp=0$ and has $E_\perp=U(r_{\rm in})$. As the kinetic term cannot be negative, it can later reach only points with $U\le U(r_{\rm in})$. Near a row this means $r\ge r_{\rm in}$.

Equilibrium means a uniform distribution over the surface of constant $E_\perp$ in transverse phase space. The density in position follows by integrating over momentum:

$$\int d^2p\,\delta\!\left(E_\perp-U-\frac{p^2}{2M}\right)
=2\pi M\int_0^\infty d\varepsilon\,\delta(E_\perp-U-\varepsilon),$$

with $\varepsilon=p^2/2M$ and $p\,dp=M\,d\varepsilon$. The result is $2\pi M$ where $U<E_\perp$ and zero where $U>E_\perp$. The ion is therefore spread evenly over its accessible area. With circular contours around the row, this area is $A_0-\pi r_{\rm in}^2$.

A random beam has position density $1/A_0$ everywhere, and its hit rate is proportional to $(1/A_0)\int P\,d^2r=1/A_0$. The channelled ion has density $1/(A_0-\pi r_{\rm in}^2)$, but only outside $r_{\rm in}$. Its relative hit rate is

$$h(r_{\rm in})=\frac{A_0}{A_0-\pi r_{\rm in}^2}\int_{r>r_{\rm in}}P(r)\,d^2r .$$

The beam enters uniformly over the cell, so $\chi$ is the average of $h$ with weight $2\pi r_{\rm in}dr_{\rm in}/A_0$. The factor $A_0$ cancels:

$$\chi=\int\frac{2\pi r_{\rm in}\,dr_{\rm in}}{A_0-\pi r_{\rm in}^2}\int_{r>r_{\rm in}}P(r)\,d^2r .$$

For a fixed hit position $r$, the entry distances that contribute run from $0$ to $r$. Exchanging the integrations gives

$$\chi=\int d^2r\,P(r)\int_0^r\frac{2\pi r'\,dr'}{A_0-\pi r'^2}
=\left\langle-\ln\!\left(1-\frac{\pi r^2}{A_0}\right)\right\rangle_P .$$

The inner integral is elementary because the numerator is minus the derivative of the denominator. For $\pi r^2\ll A_0$, the expansion $-\ln(1-s)=s+s^2/2+\dots$ gives, to leading order,

$$\boxed{\chi\simeq\frac{\pi\langle r^2\rangle}{A_0}=Nd\,\pi\langle r^2\rangle}$$

Neither the form of $U$ nor the shape of $P$ enters at this order, only the mean square hit distance. Within this averaged-row model the beam energy drops out as well: at zero incidence angle, the potential at the entry point fixes the forbidden region. For separate, vibrating atoms $E_\perp$ is not strictly conserved, and the yield can then depend on the energy.

## Part (c): the thermal contribution

**Question.** Evaluate $\chi$ when the spread of hit positions is due to thermal vibration alone. Estimate the correction from the next term of the expansion, and comment on the limit $u_1\to0$.

**Answer.** A hit requires the ion to be at the nucleus, so its distance from the row axis equals the transverse displacement of that nucleus. Two directions contribute equally:

$$\langle r^2\rangle=\langle x^2\rangle+\langle y^2\rangle=2u_1^2=2(0.075)^2=0.01125\ \text{Å}^2.$$

Therefore

$$\chi_{\rm th}=2\pi Nd\,u_1^2=0.1918\times\pi\times0.01125=0.0068,$$

or 0.68 percent.

For the next term, put $s=\pi r^2/A_0$. A two-dimensional Gaussian in position makes $s$ exponentially distributed, since $P\,d^2r\propto e^{-r^2/2u_1^2}d(r^2)$. With mean $\bar s=\chi_{\rm th}$, an exponential distribution has $\langle s^2\rangle=2\bar s^2$. Thus

$$\chi=\bar s+\tfrac12\langle s^2\rangle+\dots=\bar s(1+\bar s+\dots),$$

a relative correction of about 0.7 percent. A numerical equilibrium average over the true projected cell, with the Molière potential of all its rows, gives 0.683 percent against 0.678 percent from the leading formula. Circular contours are thus an adequate approximation here.

As $u_1\to0$ the predicted yield vanishes: every nucleus lies on its row axis, which no ion with finite $E_\perp$ can reach. This limit follows from the assumed conservation of $E_\perp$ and does not test it. A real row consists of separate atoms, and an ion that passes close to them need not conserve its transverse energy.

## Part (d): including the screening length

**Question.** Explain why the averaged potential becomes doubtful at distances of order $a$ from a row. Represent its failure by an additional, independent and isotropic spread of mean square $a^2$, and estimate the minimum yield.

**Answer.** Consider the deflection by one atom at distance $r$. For a bare Coulomb force and a fast ion, the transverse impulse is inversely proportional to $r$. Writing the kick as $\theta=C/r$ and displacing the atom so that $r$ changes by a small $\delta$ gives

$$\frac{\Delta\theta}{\theta}\simeq-\frac{\delta}{r}.$$

At $r=a$, a displacement $\delta=u_1$ changes the kick, in this linear estimate, by about $0.075/0.157\simeq0.48$ of its value. Screening makes the kick fall faster than $1/r$, which increases the relative change. Successive kicks then differ strongly from the smooth average, and $E_\perp$ fluctuates. Farther from the row the kicks are weaker, and so are their fluctuations. In the bare Coulomb estimate the length compared with $r$ is $u_1$; the screening length enters only through the faster decrease of the kick. Distances of order $a$ are doubtful here because $u_1$ is about half of $a$; the argument does not derive $a$ as the radius of the dangerous region.

Let $\mathbf t$ be the thermal displacement and $\mathbf s$ the additional spread. Then

$$\langle r^2\rangle=\langle|\mathbf t+\mathbf s|^2\rangle
=\langle t^2\rangle+2\langle\mathbf t\cdot\mathbf s\rangle+\langle s^2\rangle .$$

Independence turns the cross term into $2\langle\mathbf t\rangle\cdot\langle\mathbf s\rangle$, which is zero because both distributions are isotropic. What remains is $\langle r^2\rangle=2u_1^2+a^2$, and part (b) gives

$$\boxed{\chi\simeq Nd\,\pi\,(2u_1^2+a^2)}$$

The numbers are

$$2u_1^2+a^2=0.01125+0.02465=0.03590\ \text{Å}^2,$$

$$\chi\simeq0.1918\times\pi\times0.03590=0.0216 .$$

The estimated minimum yield is **2.2 percent**, or near two percent at the accuracy of the model. The effective hit area is 0.113 Å$^2$ out of 5.21 Å$^2$ per row.

The two terms have different standing. The thermal term, 0.68 percent, follows from the assumptions of part (b). The screening term, 1.49 percent, rests on choosing the additional mean square to be $a^2$ with coefficient one. Since it supplies more than two thirds of the result, the estimate is only as good as that choice.

The addition rule itself can be checked separately from the choice. If the extra spread is a ring of radius $a$, the numerical equilibrium average over the projected cell is 2.20 percent, against 2.16 percent from the leading formula. The small excess has the sign of the neglected term $s^2/2$. This supports the averaging, but says nothing about whether $a^2$ is the right spread.

## Part (e): another treatment of the central region

**Question.** Suppose instead that every ion entering within $a$ of a row behaves as a random ion, while all others obey part (b). Find the yield to leading order and compare it with part (d).

**Answer.** The central entries have relative hit rate one and contribute their share of the area, $\pi a^2/A_0$. For the others, replace the factor $A_0/(A_0-\pi r_{\rm in}^2)$ by one, as leading order allows. With the thermal Gaussian,

$$h(r_{\rm in})\simeq\int_{r_{\rm in}}^\infty\frac{r}{u_1^2}\,e^{-r^2/2u_1^2}\,dr=e^{-r_{\rm in}^2/2u_1^2}.$$

Averaging this over entries outside $a$ gives

$$\frac1{A_0}\int_a^\infty2\pi r\,e^{-r^2/2u_1^2}\,dr=\frac{2\pi u_1^2}{A_0}\,e^{-a^2/2u_1^2}.$$

The upper limit may be taken to infinity because the Gaussian is negligible at the cell boundary. Altogether,

$$\chi_{\rm disc}=Nd\,\pi\left[a^2+2u_1^2e^{-a^2/2u_1^2}\right].$$

Here $a^2/2u_1^2=2.19$ and $e^{-2.19}=0.112$. The bracket is $0.02465+0.00126=0.02591$ Å$^2$, and $\chi_{\rm disc}=0.0156$, or 1.6 percent.

The difference from part (d) is

$$\chi-\chi_{\rm disc}=2\pi Nd\,u_1^2\left(1-e^{-a^2/2u_1^2}\right)\ge0 .$$

The disc rule has already assigned the central entries the full random hit rate, so it does not add their thermal contribution again. For $a\ll u_1$ the two formulas merge into the thermal result. For $a\gg u_1$ their difference tends to $\chi_{\rm th}$, which is then small relative to either yield. Here the two lengths are comparable enough for the choice to matter: 1.6 or 2.2 percent.

## Part (f): comparison with a simulation

**Question.** A simulation follows 30000 helium ions of 1 MeV through discrete atomic layers. It uses the Molière potential and impulsive deflections, without assuming equilibrium or the $a^2$ spread. Averaged over depths from 192 to 1152 Å, the yield is $1.69\pm0.11$ percent. If the deflecting atoms are frozen on their sites, while the thermal distribution is kept for counting hits, it is $1.19\pm0.08$ percent. The uncertainties are standard errors. What do these results say about the estimate, and when should the estimate not be used?

**Answer.** The estimate of part (d) is 1.28 times the simulated yield. The sampling error of the simulation gives this ratio a standard error of about 0.08, so the estimate is too high by about 28 percent, with a standard error of about 8 percentage points. The difference, about 0.47 percentage points, is roughly four standard errors and is not sampling noise. The second decimal of the simulated yield is not converged. Sampling the entry points near the rows more densely, with the proper weights, gives $1.80\pm0.03$ percent in the same model, one standard error above the quoted value, and the excess of the estimate is then about 20 percent. The formula gives the right size here, but not an accurate value.

Freezing the deflectors lowers the yield by 0.50 percentage points. The combined standard error is $\sqrt{0.11^2+0.08^2}\simeq0.14$, so the effect is resolved. Freezing removes both the fluctuations of the kicks and the thermal smearing of their mean. Keeping the smeared mean kick without its fluctuations gives $1.20\pm0.04$ percent, the same as the frozen crystal. Within this simulation it is therefore the irregular kicks from vibrating atoms that raise the yield, as the argument in part (d) suggests.

Even the frozen crystal gives more than the 0.68 percent of part (c). There are two possible causes: the ions may not have reached transverse equilibrium, as part (b) assumes, and the atoms are still discrete. The two runs do not separate these causes, but trajectories integrated in the averaged-row potential itself do. They conserve $E_\perp$ and still give $1.15\pm0.04$ percent over the same depths. Most of the excess therefore comes from the lack of equilibrium: the equilibrium assumption of part (b) is not met at these depths.

The disc rule lies about one standard error below the simulated yield. This closeness does not confirm the rule: against the better-sampled $1.80\pm0.03$ percent it is too low by about 13 percent, and the comparison says nothing about other ions, energies or temperatures. The simulated yields in the shallow and deep halves of the depth range are 1.64 and 1.73 percent. Their difference is sampling noise; with denser sampling the halves are about 1.9 and 1.7 percent, so there is no growth with depth here. The yield does vary with depth nearer the surface: between 96 and 192 Å it is only about 0.85 percent. The comparison with the estimate therefore holds for the stated depth window only.

The simulation is itself a model. It omits the effects excluded at the start and treats neighbouring vibrations as uncorrelated, so it is not a substitute for a measurement.

The estimate contains no incidence angle, so it should not be used for a beam tilted so far that $E\psi^2$, defined next, is no longer small compared with the row potential at typical hit distances. At a small incidence angle $\psi$ and beam energy $E$, the transverse energy becomes

$$E_\perp=U(r_{\rm in})+E\sin^2\psi\simeq U(r_{\rm in})+E\psi^2 .$$

The ion can then come closer to a row than $r_{\rm in}$, and the central forbidden region on which part (b) relies shrinks. A divergent beam may contain such angles even when its mean direction is aligned. The estimate also excludes displaced atoms inside the channels, which ions can hit without approaching a row.

Nor should the estimate be carried over to much smaller thermal displacements. The added $a^2$ stays fixed as $u_1$ decreases, while the irregular kicks caused by the vibrations die out. At $u_1=0.0375$ Å the simulated yield falls to $0.51\pm0.02$ percent, while the estimate is still 1.66 percent. Conversely, raising $a$ to 0.194 Å lifts the estimate to 2.9 percent but leaves the simulated yield at $1.84\pm0.05$ percent. In these runs the yield stays at about 2.7 to 3 times the thermal term and hardly depends on $a$, so the rough agreement at $u_1=0.075$ Å and $a=0.157$ Å does not show that the $a^2$ term describes the mechanism.

## Table of computed values

```
rms displacement in one direction u1: 0.075 angstrom
screening length a: 0.157 angstrom
Firsov screening length, He on Si: 0.1570 angstrom
silicon lattice constant: 5.4310 angstrom
atomic density N: 0.04994 per cubic angstrom
atom spacing on a 110 row d: 3.8403 angstrom
rows per area N d: 0.19178 per square angstrom
area per row: 5.2142 square angstrom
2 u1^2: 0.011250 square angstrom
a^2: 0.024649 square angstrom
2 u1^2 + a^2: 0.035899 square angstrom
effective hit area: 0.11278 square angstrom
thermal term: 0.678 percent
screening term: 1.485 percent
estimated minimum yield: 2.163 percent
estimated minimum yield as fraction: 0.02163
a^2 / (2 u1^2): 2.1910
disc alternative: 1.561 percent
grid average, thermal hits: 0.683 percent
grid average, ring-smeared hits: 2.205 percent
grid average, disc rule: 1.577 percent
simulated helium energy: 1.0 MeV
simulated ions per run: 30000
averaging starts at depth: 192 angstrom
averaging ends at depth: 1152 angstrom
simulated yield, vibrating atoms: 1.69 percent
its standard error: 0.11 percent (absolute)
simulated yield, shallow half: 1.64 percent
simulated yield, deep half: 1.73 percent
simulated yield, frozen deflectors: 1.19 percent
its standard error: 0.08 percent (absolute)
estimate / simulated yield: 1.28
```
